# The Delta Term Missing from ⟨p⁴⟩ in the 1s State

## Definitions and conventions

Hartree atomic units are used, so that $\mathbf p=-i\nabla$, $p^2=-\nabla^2$ and $p^4=\nabla^4=\nabla^2\nabla^2$. One electron moves around a fixed point nucleus of charge $Z$, with potential $V=-Z/r$. Its normalized ground state is

$$\psi(r)=N e^{-Zr},\qquad N=\psi(0)=\left(\frac{Z^3}{\pi}\right)^{1/2}.$$

The expectation value of $p^4$ is defined by

$$\langle p^4\rangle=\|p^2\psi\|^2=\int(\nabla^2\psi)^2\,d^3r .$$

In momentum space this is $\int p^4|\phi(\mathbf p)|^2d^3p$, the mean of $p^4$ over the momentum distribution. It cannot be negative.

The claim to be examined is that $\int\psi\nabla^4\psi\,d^3r$ gives the same number. The answer depends on what $\nabla^4\psi$ means. Let $\{\nabla^4\psi\}$ denote the ordinary derivative, calculated at $r>0$ with the origin ignored. The symbol $\nabla^4\psi$ without braces denotes the derivative in the sense of distributions, which includes anything located at the origin.

## The counter-example

For a spherically symmetric function, $\nabla^2f=(rf)''/r$ at $r>0$. Differentiating $r\psi=Nre^{-Zr}$ twice gives

$$(r\psi)'=N(1-Zr)e^{-Zr},\qquad (r\psi)''=N(Z^2r-2Z)e^{-Zr},$$

and therefore

$$f\equiv\nabla^2\psi=\left(Z^2-\frac{2Z}{r}\right)\psi .$$

The same operation on $f$ starts from $rf=N(Z^2r-2Z)e^{-Zr}$:

$$(rf)'=N(3Z^2-Z^3r)e^{-Zr},\qquad (rf)''=N(Z^4r-4Z^3)e^{-Zr},$$

$$\{\nabla^4\psi\}=\left(Z^4-\frac{4Z^3}{r}\right)\psi .$$

Two averages are needed. Since $4\pi N^2=4Z^3$,

$$\left\langle\frac1r\right\rangle=4Z^3\int_0^\infty re^{-2Zr}dr=\frac{4Z^3}{4Z^2}=Z,\qquad
\left\langle\frac1{r^2}\right\rangle=4Z^3\int_0^\infty e^{-2Zr}dr=2Z^2 .$$

The square of the Laplacian gives

$$\int(\nabla^2\psi)^2d^3r=Z^4-4Z^3\left\langle\frac1r\right\rangle+4Z^2\left\langle\frac1{r^2}\right\rangle=Z^4-4Z^4+8Z^4=5Z^4,$$

whereas the ordinary fourth derivative gives

$$\int\psi\{\nabla^4\psi\}\,d^3r=Z^4-4Z^3\left\langle\frac1r\right\rangle=-3Z^4 .$$

For $Z=2$ these are $80$ and $-48$. The second number cannot be the mean of $p^4$, because it is negative. Both integrals converge, so nothing in the integration itself signals the error.

The missing piece comes from the term $-2Z\psi/r$ in $f$. Near the origin it behaves as $-2Z\psi(0)/r$, and $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$. Hence

$$\nabla^4\psi=\{\nabla^4\psi\}+8\pi Z\,\psi(0)\,\delta^3(\mathbf r).$$

Multiplication by $\psi$ and integration gives the delta contribution

$$8\pi Z|\psi(0)|^2=8\pi Z\,\frac{Z^3}{\pi}=8Z^4 .$$

For $Z=2$, $|\psi(0)|^2=2.546$ and the contribution is $128$, so that $-48+128=80$. With the distributional derivative the two forms agree.

## The general statement

Let $\psi$ be a real bound eigenfunction of $-\tfrac12\nabla^2-Z/r$ with energy $E$ and angular momentum $l$. Then

$$\int(\nabla^2\psi)^2d^3r=\int\psi\{\nabla^4\psi\}\,d^3r+8\pi Z\,\psi(0)^2,\tag{1}$$

$$\nabla^4\psi=\{\nabla^4\psi\}+8\pi Z\,\psi(0)\,\delta^3(\mathbf r).\tag{2}$$

For $l>0$, $\psi(0)=0$ and the extra terms vanish.

### Proof of (1)

The Schrödinger equation gives $f=\nabla^2\psi=2(V-E)\psi$. Remove a ball of radius $\varepsilon$ around the nucleus. In the region outside it all functions are smooth, and Green's identity applies. The outward normal of this region points towards the nucleus, which produces the minus sign in

$$\int_{r>\varepsilon}\left(\psi\nabla^2f-f\nabla^2\psi\right)d^3r=-\varepsilon^2\int\left(\psi\frac{\partial f}{\partial r}-f\frac{\partial\psi}{\partial r}\right)_{r=\varepsilon}d\Omega .$$

The surface at infinity gives nothing because $\psi$ decays exponentially. From $\partial f/\partial r=2V'\psi+2(V-E)\,\partial\psi/\partial r$, the terms with $\partial\psi/\partial r$ cancel:

$$\psi\frac{\partial f}{\partial r}-f\frac{\partial\psi}{\partial r}=2V'\psi^2=\frac{2Z}{r^2}\psi^2 .$$

The factor $1/r^2$ compensates the shrinking area $\varepsilon^2$, so

$$\int_{r>\varepsilon}\psi\{\nabla^4\psi\}\,d^3r=\int_{r>\varepsilon}(\nabla^2\psi)^2d^3r-2Z\int\psi^2\big|_{r=\varepsilon}\,d\Omega .\tag{3}$$

Both volume integrals converge as $\varepsilon\to0$. For $l=0$ the integrands grow no faster than $1/r$ and $1/r^2$. For $l\ge1$, $\psi\sim r^l$, and they behave at worst as $r^{2l-3}$ and $r^{2l-2}$. All of these are integrable with the weight $r^2$. The surface term tends to $8\pi Z\psi(0)^2$, which proves (1).

For 1s with $Z=2$ and $\varepsilon=0.01$, the three quantities in (3) are $-47.95$, $75.03$ and $122.98$, and $75.03-122.98=-47.95$. Dropping the surface term as "small because the sphere is small" is the faulty step.

### Proof of (2)

For a smooth, rapidly decaying test function $g$, the distribution $\nabla^4\psi$ is defined by $\int\psi\nabla^4g\,d^3r$. Move one Laplacian onto $\psi$. The surface terms contain $\psi$ and its gradient, which are bounded, multiplied by $\varepsilon^2$, so they vanish. The first Laplacian therefore carries no delta, and

$$\int\psi\nabla^4g\,d^3r=\int f\,\nabla^2g\,d^3r .$$

Now move the second Laplacian:

$$\int_{r>\varepsilon}f\nabla^2g\,d^3r=\int_{r>\varepsilon}g\nabla^2f\,d^3r-\varepsilon^2\int\left(f\frac{\partial g}{\partial r}-g\frac{\partial f}{\partial r}\right)_{r=\varepsilon}d\Omega .$$

For an s state $f$ grows as $1/\varepsilon$, so the first surface term vanishes. In the second, $\partial f/\partial r\to2Z\psi(0)/\varepsilon^2$ to leading order, which leaves $+4\pi\cdot2Z\psi(0)g(0)=8\pi Z\psi(0)g(0)$. For $l\ge1$ both $f$ and $\partial f/\partial r$ stay bounded and nothing survives. This proves (2).

For $Z=2$ the 1s delta strength is $8\pi Z\psi(0)=80.212$. Its closeness to $\langle p^4\rangle=80$ is accidental, since the two scale as $Z^{5/2}$ and $Z^4$. With $g=e^{-r^2/2}$, the left side is $13.579$ and the ordinary part is $-66.633$; their difference is $80.212$.

## The same term in momentum space

The Fourier transform of the 1s function follows from the angular average $\sin(pr)/(pr)$ of the plane wave and from

$$\int_0^\infty r\sin(pr)e^{-Zr}dr=\operatorname{Im}\frac1{(Z-ip)^2}=\frac{2Zp}{(p^2+Z^2)^2}.$$

It is

$$\phi(p)=\frac{4\pi N}{(2\pi)^{3/2}}\,\frac{2Z}{(p^2+Z^2)^2}=\frac{2\sqrt2\,Z^{5/2}}{\pi(p^2+Z^2)^2}.$$

With $p=Z\tan\theta$,

$$\int p^4|\phi|^2d^3p=\frac{32Z^5}{\pi}\int_0^\infty\frac{p^6\,dp}{(p^2+Z^2)^4}=\frac{32Z^4}{\pi}\int_0^{\pi/2}\sin^6\theta\,d\theta=\frac{32Z^4}{\pi}\cdot\frac{5\pi}{32}=5Z^4 .$$

No derivative at the origin is needed here, and the result confirms the square form.

At large $p$, $p^4\phi$ tends to the constant $2\sqrt2Z^{5/2}/\pi$. A delta function of strength $C$ has the constant transform $C/(2\pi)^{3/2}$, so $C=8\sqrt\pi\,Z^{5/2}=8\pi Z\psi(0)$, as in (2). A function with a constant tail is not square integrable. Thus $p^4\psi$ is not a state vector: $\psi$ belongs to the domain of $p^2$ but not to that of $p^4$. The finite number $\langle p^4\rangle$ exists as the squared norm of $p^2\psi$.

## Regularization and the order of limits

Replace $r$ in the exponent by $s=\sqrt{r^2+a^2}$, and let $u=e^{-Zs}$ before normalization. Since $s'=r/s$,

$$\nabla^2u=u''+\frac{2u'}r=\left[Z^2\frac{r^2}{s^2}-Z\left(\frac2s+\frac{a^2}{s^3}\right)\right]u .$$

For $a>0$ this function is smooth at the origin, the surface term vanishes, and the two integrals are equal. Because $s\ge r$ and $s\ge a$, $|\nabla^2u|\le(Z^2+3Z/r)e^{-Zr}$ for every $a$. The square of this bound is integrable, so the limit $a\to0$ may be taken inside the integral of $(\nabla^2u)^2$. After normalization the common value therefore tends to $5Z^4$.

For $Z=2$ both integrals are $52.23$ at $a=0.1$, $76.35$ at $a=0.01$ and $79.96$ at $a=0.0001$. In the last case the ball $r<0.01$ alone contributes $127.91$ to the integral of the function times its fourth derivative. The delta function is this narrow contribution in the limit. Taking $a\to0$ at fixed $r>0$ before integrating discards it and gives $-48$.

A physical smoothing has a similar effect. The general surface term in (3) is $2\varepsilon^2V'(\varepsilon)\int\psi^2d\Omega$. For a nucleus of bounded charge density, $r^2V'\to0$ at the centre, and there is no delta at the origin. Equations (1) and (2) belong to the point nucleus.

## Excited states

For s states, write $u=rR$ for the radial function, where now $u''=2(V-E)u$. Multiplying by $2u'$ gives $(u'^2)'=2(V-E)(u^2)'$. Integration from $0$ to $\infty$, by parts on the right, yields

$$u'(0)^2=2\int_0^\infty V'u^2dr=2Z\left\langle\frac1{r^2}\right\rangle .$$

The Hellmann–Feynman theorem, applied to $E=-Z^2/2n^2$ with $n=n_r+l+1$ and fixed $n_r$, gives $\langle1/r\rangle=-\partial E/\partial Z=Z/n^2$. Differentiation with respect to $l$ in the centrifugal term $l(l+1)/2r^2$ gives $(l+\tfrac12)\langle1/r^2\rangle=Z^2/n^3$, hence $\langle1/r^2\rangle=2Z^2/n^3$ for $l=0$. Since $u'(0)^2=R(0)^2=4\pi\psi(0)^2$, it follows that $\psi(0)^2=Z^3/(\pi n^3)$, and the missing term is $8Z^4/n^3$.

The correct value is

$$\langle p^4\rangle_{ns}=4\left\langle\left(E+\frac Zr\right)^2\right\rangle=4\left(\frac{Z^4}{4n^4}-\frac{Z^4}{n^4}+\frac{2Z^4}{n^3}\right)=\frac{8Z^4}{n^3}-\frac{3Z^4}{n^4}.$$

The ordinary derivative leaves $-3Z^4/n^4$, which is negative for every s state. For 2s with $Z=2$ the numbers are $13$ and $-3$, differing by $16$. For 2p both forms give $2.333$.

## Consequence for the relativistic energy

Expanding $\sqrt{p^2c^2+c^4}-c^2$ with $c=1/\alpha$ gives the mass-velocity correction $-\alpha^2\langle p^4\rangle/8$. For 1s it is $-5Z^4\alpha^2/8$, but the ordinary derivative would give $+3Z^4\alpha^2/8$. The omitted part is

$$-\frac{\alpha^2}8\,8\pi Z|\psi(0)|^2=-\pi Z\alpha^2|\psi(0)|^2 .$$

The leading-order reduction of the Dirac equation also contains the Darwin term $\alpha^2\langle\nabla^2V\rangle/8=\pi Z\alpha^2|\psi(0)|^2/2$, since $\nabla^2V=4\pi Z\delta^3(\mathbf r)$. The omitted part is minus twice this term. It is a separate contribution and must not be identified with the Darwin term. The remaining term of order $\alpha^2$ in the reduction, the spin–orbit coupling, is proportional to $\mathbf L\cdot\mathbf S$ and vanishes for an s state, where $\mathbf L\psi=0$. For 1s the leading shift is therefore the sum of the mass-velocity and Darwin terms.

For $Z=2$ the mass-velocity shift is $-10\alpha^2=-5.325\times10^{-4}$ hartree, or $-14.49$ meV. The faulty value is $+6\alpha^2=3.195\times10^{-4}$ hartree, or $+8.69$ meV. Adding the Darwin term $8\alpha^2$ gives $-2\alpha^2$ in the first case and $+14\alpha^2$ in the second.

The Dirac energy decides between them. For a point nucleus of infinite mass, with the rest energy removed,

$$E_{\rm D}=\frac{\sqrt{1-Z^2\alpha^2}-1}{\alpha^2}=-\frac{Z^2}2-\frac{Z^4\alpha^2}8-\dots$$

The leading shift for $Z=2$ is $-2\alpha^2=-1.0650\times10^{-4}$ hartree, in agreement with the correct sum. The full Dirac shift is $-1.0651\times10^{-4}$ hartree; the small difference comes from higher powers of $Z\alpha$. Nuclear recoil, finite nuclear size and radiative corrections are absent from this comparison. The numerical check checks these results numerically.

## Calculated quantities

```
nuclear charge Z = 2
psi(0) = 1.595769 a.u., |psi(0)|^2 = 2.546479 a.u.
<1/r> = 2.000000 a.u., <1/r^2> = 8.000000 a.u.
integral of (nabla^2 psi)^2 = 80.000000 a.u.
integral of psi nabla^4 psi, r > 0 only = -48.000000 a.u.
delta contribution 8 pi Z |psi(0)|^2 = 128.000000 a.u.
pointwise + delta = 80.000000 a.u.
outside r = eps (a.u.): psi nabla^4 psi, (nabla^2 psi)^2, surface term
  eps = 0.500: -15.1576, 2.1654, 17.3229
  eps = 0.100: -44.1875, 41.6135, 85.8010
  eps = 0.010: -47.9503, 75.0307, 122.9810
  eps = 0.001: -47.9995, 79.4895, 127.4890
delta strength 8 pi Z psi(0) = 80.212105 a.u.
  test exp(-b r^2), b = 0.5: weak 13.579288, r > 0 part -66.632817, difference 80.212105 a.u.
  test exp(-b r^2), b = 3.0: weak 45.067538, r > 0 part -35.144567, difference 80.212105 a.u.
<p^4> from momentum space = 80.000000 a.u.
(2 pi)^(3/2) p^4 phi at p = 10000 a.u.: 80.212098 a.u.
smoothed function, length a (a.u.): psi nabla^4 psi, (nabla^2 psi)^2
  a = 0.1000: 52.2275, 52.2275
  a = 0.0100: 76.3546, 76.3546
  a = 0.0010: 79.6243, 79.6243
  a = 0.0001: 79.9623, 79.9623
  part of psi nabla^4 psi from r < 0.01 at a = 0.0001: 127.9126 a.u.
state: pointwise, square, missing part (a.u.)
  1s: -48.000000, 80.000000, 128.000000
  2s: -3.000000, 13.000000, 16.000000
  3s: -0.592593, 4.148148, 4.740741
  2p: 2.333333, 2.333333, 0.000000
alpha = 0.007297353
mass-velocity, correct: -10.0000 alpha^2 = -5.325135e-04 hartree = -14.4904 meV
mass-velocity, pointwise: 6.0000 alpha^2 = 3.195081e-04 hartree = 8.6943 meV
Darwin term: 8.0000 alpha^2 = 4.260108e-04 hartree
correct sum: -2.0000 alpha^2 = -1.065027e-04 hartree
faulty sum: 14.0000 alpha^2 = 7.455190e-04 hartree
Dirac leading coefficient: -2.0000 alpha^2 hartree
Dirac shift, all orders in Z alpha: -1.065141e-04 hartree
```
